**Unrestricted G0W0 with one RPA problem for both spins**

The program evaluates the correlation self-energy of an orbital as a sum over RPA modes of energy Ω, with squared Coulomb couplings w² and orbital energies e of the same spin as the level. The modes come from the α and β transitions together. For NH₂ it asserts that this pole sum agrees with an imaginary-frequency quadrature in which W is obtained by linear solves, and that the RPA energies agree with those of the full nonsymmetric problem. It also asserts that the exchange term matches the mean-field exchange matrix and that the smallest RPA energy is not below the smallest orbital gap. For water it asserts that the two-spin result equals a separate spatial-orbital calculation with a factor 2 in the kernel and a factor 2 before w², and that the antisymmetric modes do not couple to charge. The output places the highest β level of NH₂ at −11.774 eV (G0W0@UHF, cc-pVDZ); deleting the αβ blocks shifts it by 0.279 eV. For the highest occupied level of water both routes give −12.150 eV, and omitting either factor of two changes this by more than 0.5 eV.

## Numerical check

```python
"""Unrestricted G0W0 with one RPA problem for both spin channels.
Result under test, for orbital p of spin s:
  Sigma_c(z) = sum_m [ sum_i w(m,p,i)^2/(z-e_i+Omega_m)
                     + sum_a w(m,p,a)^2/(z-e_a-Omega_m) ]
i, a: occupied and virtual orbitals of spin s; e: orbital energies;
Omega_m: RPA energies from the alpha AND beta transitions together;
w: Coulomb coupling of the orbital pair to RPA mode m.
For equal spin channels this must equal a spatial-orbital formula with
a factor 2 in the RPA kernel and a factor 2 before w^2.
Atomic units inside, eV and angstrom in the printout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, dft, cc, ao2mo, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]


def bent_molecule(center, bond, angle, basis, charge=0, spin=0):
    """Bent XH2 molecule in the yz plane; x is the out-of-plane axis."""
    half = np.radians(angle) / 2
    y, z = bond * np.sin(half), bond * np.cos(half)
    atoms = [[center, (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]]
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=spin,
                 unit="Angstrom", verbose=0)


def pair_densities(left, right):
    """Orbital products as packed symmetric AO-pair densities (columns)."""
    row, col = np.tril_indices(left.shape[0])
    full = np.einsum("mp,nq->mnpq", left, right)
    packed = full[row, col] + full[col, row]
    packed[row == col] *= 0.5
    return packed.reshape(len(row), -1)


def solve_rpa(coulomb, orbitals, energies, nocc, coupled=True):
    """Spin-conserving direct RPA; coupled=False deletes alpha-beta blocks."""
    transitions, gaps = [], []
    for c, e, n in zip(orbitals, energies, nocc):
        transitions.append(pair_densities(c[:, :n], c[:, n:]))
        gaps.append((e[None, n:] - e[:n, None]).ravel())
    n_alpha = len(gaps[0])
    density, gap = np.hstack(transitions), np.concatenate(gaps)
    assert gap.min() > 0
    kernel = density.T @ coulomb @ density
    if not coupled:
        kernel[:n_alpha, n_alpha:] = 0
        kernel[n_alpha:, :n_alpha] = 0
    root = np.sqrt(gap)
    squared, z = np.linalg.eigh(np.diag(gap**2)
                                + 2 * root[:, None] * kernel * root)
    omega = np.sqrt(squared)
    x_plus_y = root[:, None] * z / np.sqrt(omega)
    potential = coulomb @ (density @ x_plus_y)
    return dict(omega=omega, potential=potential, gap=gap, kernel=kernel,
                density=density, x_plus_y=x_plus_y, n_alpha=n_alpha)


def squared_couplings(orbital_set, p, rpa):
    pairs = pair_densities(orbital_set[:, [p]], orbital_set)
    return (pairs.T @ rpa["potential"])**2


def pole_positions(e, nocc, omega):
    sign = np.where(np.arange(len(e)) < nocc, -1.0, 1.0)
    return e[:, None] + sign[:, None] * omega


def self_energy(z, w2, e, nocc, omega):
    return np.sum(w2 / (z - pole_positions(e, nocc, omega)))


def central_interval(w2, e, nocc, omega):
    """Pole-free interval; symmetry-forbidden couplings are ignored."""
    poles, active = pole_positions(e, nocc, omega), w2 > 1e-8
    return (poles[:nocc][active[:nocc]].max(),
            poles[nocc:][active[nocc:]].min())


def quasiparticle(static, w2, e, nocc, omega):
    low, high = central_interval(w2, e, nocc, omega)
    energy = brentq(lambda x: x - static - self_energy(x, w2, e, nocc, omega),
                    low + 1e-10, high - 1e-10, xtol=1e-12)
    poles = pole_positions(e, nocc, omega)
    weight = 1 / (1 + np.sum(w2 / (energy - poles)**2))
    assert weight > 0.7      # a quasiparticle, not a satellite
    return energy, weight


def static_level(mf, s, p):
    """Orbital energy plus <exchange self-energy - v_xc>; also <Sigma_x>."""
    dm = np.asarray(mf.make_rdm1())
    vj, vk = mf.get_jk(mf.mol, dm)
    vxc = np.asarray(mf.get_veff(mf.mol, dm))[s] - vj[0] - vj[1]
    c = mf.mo_coeff[s][:, p]
    return mf.mo_energy[s][p] + c @ (-vk[s] - vxc) @ c, -c @ vk[s] @ c


def converge(mf, dm0=None):
    mf.conv_tol = 1e-11
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


# ---------------- open shell: NH2 radical ----------------
BOND, ANGLE = 1.02, 103.0
mol = bent_molecule("N", BOND, ANGLE, "cc-pvdz", spin=1)
mf = converge(scf.UHF(mol))
C, E, NOCC = mf.mo_coeff, mf.mo_energy, mol.nelec
V = mol.intor("int2e", aosym="s4")
rpa = solve_rpa(V, C, E, NOCC)
omega, gap, kernel = rpa["omega"], rpa["gap"], rpa["kernel"]

# RPA energies against the full nonsymmetric problem
A = np.diag(gap) + kernel
full = np.linalg.eigvals(np.block([[A, kernel], [-kernel, -A]]))
assert np.abs(full.imag).max() < 1e-7
positive = np.sort(full.real[full.real > 0])
rpa_error = np.abs(positive - omega).max()
assert rpa_error < 1e-8
assert omega.min() >= gap.min() - 1e-10

# exchange self-energy from pair integrals against the exchange matrix
bh = NOCC[1] - 1
pairs = pair_densities(C[1][:, [bh]], C[1][:, :NOCC[1]])
exchange_sum = -np.sum(pairs * (V @ pairs))
static_bh, exchange_matrix = static_level(mf, 1, bh)
assert abs(exchange_sum - exchange_matrix) < 1e-8
assert abs(static_bh - E[1][bh]) < 1e-7

# self-energy from its definition on the imaginary frequency axis
t, weight_t = np.polynomial.legendre.leggauss(80)
nodes, weights = (1 + t) / (1 - t), 2 * weight_t / (1 - t)**2
tested = [(0, NOCC[0] - 1), (1, bh)]
tested_pairs = [pair_densities(C[s][:, [p]], C[s]) for s, p in tested]
screened = [[], []]
T = rpa["density"]
for nu in nodes:
    P0 = (T * (-2 * gap / (gap**2 + nu**2))) @ T.T
    Wc = np.linalg.solve(np.eye(len(V)) - V @ P0, V) - V
    for k in range(2):
        screened[k].append(np.sum(tested_pairs[k] * (Wc @ tested_pairs[k]), 0))
quadrature_error = 0.0
for k, (s, p) in enumerate(tested):
    w2 = squared_couplings(C[s], p, rpa)
    middle = (E[s][NOCC[s] - 1] + E[s][NOCC[s]]) / 2
    for z in (middle, middle + 0.3j):
        x = z - E[s]
        green = 2 * x / (x**2 + nodes[:, None]**2)
        numeric = -np.sum(weights[:, None] * np.array(screened[k]) * green)
        numeric /= 2 * np.pi
        formula = self_energy(z, w2, E[s], NOCC[s], omega)
        quadrature_error = max(quadrature_error, abs(numeric - formula))
        if s == 1 and z == middle:
            sample = (middle, numeric, formula)
assert quadrature_error < 1e-7

print(f"NH2: N-H bond {BOND:.2f} angstrom, angle {ANGLE:.1f} degrees")
print(f"NH2 cc-pVDZ: orbitals {len(E[0])}, alpha occ {NOCC[0]}, beta {NOCC[1]}")
print(f"NH2 UHF <S^2> = {mf.spin_square()[0]:.4f} (pure doublet {0.5*1.5:.2f})")
print(f"transitions: alpha {rpa['n_alpha']}, beta {len(gap)-rpa['n_alpha']}")
print(f"smallest orbital gap D_min = {gap.min()*EV:.3f} eV")
print(f"smallest RPA energy Omega_min = {omega.min()*EV:.3f} eV")
print(f"largest RPA energy deviation from full problem {rpa_error*EV:.1e} eV")
print(f"beta midgap energy {sample[0]*EV:.4f} eV")
print(f"  Sigma_c there, quadrature  {sample[1]*EV:.6f} eV")
print(f"  Sigma_c there, pole sum    {sample[2]*EV:.6f} eV")
print(f"largest quadrature deviation {quadrature_error*EV:.1e} eV")

odd = np.array([lab[3] in ("x", "xy", "xz") for lab in mol.ao_labels(fmt=None)])
S = mol.intor("int1e_ovlp")
print("NH2 G0W0@UHF levels, cc-pVDZ (energies in eV)")
print("level          odd-in-x   e_UHF  Sigma_c    E_QP      Z")
levels = [("alpha HOMO-1", 0, NOCC[0] - 2), ("alpha HOMO", 0, NOCC[0] - 1),
          ("alpha LUMO", 0, NOCC[0]), ("beta HOMO-1", 1, bh - 1),
          ("beta HOMO", 1, bh), ("beta LUMO", 1, NOCC[1])]
for name, s, p in levels:
    w2 = squared_couplings(C[s], p, rpa)
    qp, z_factor = quasiparticle(E[s][p], w2, E[s], NOCC[s], omega)
    c = C[s][:, p]
    parity = np.sum((c * (S @ c))[odd])
    print(f"{name:14s} {parity:7.3f} {E[s][p]*EV:8.3f} {(qp-E[s][p])*EV:8.3f}"
          f" {qp*EV:8.3f} {z_factor:7.3f}")

# the beta HOMO in detail
w2 = squared_couplings(C[1], bh, rpa)
qp_bh, _ = quasiparticle(E[1][bh], w2, E[1], NOCC[1], omega)
low, high = central_interval(w2, E[1], NOCC[1], omega)
grid = np.linspace(low, high, 402)[1:-1]
f = np.array([g - E[1][bh] - self_energy(g, w2, E[1], NOCC[1], omega)
              for g in grid])
assert np.all(np.diff(f) > 0)
terms = w2 / (qp_bh - pole_positions(E[1], NOCC[1], omega))
cut = solve_rpa(V, C, E, NOCC, coupled=False)
qp_cut, _ = quasiparticle(E[1][bh], squared_couplings(C[1], bh, cut),
                          E[1], NOCC[1], cut["omega"])
assert abs(qp_cut - qp_bh) * EV > 0.01
print(f"beta HOMO pole-free interval {low*EV:.3f} to {high*EV:.3f} eV")
print(f"beta HOMO Sigma_c, occupied sum {terms[:NOCC[1]].sum()*EV:.3f} eV")
print(f"beta HOMO Sigma_c, virtual sum  {terms[NOCC[1]:].sum()*EV:.3f} eV")
print(f"beta HOMO E_QP without alpha-beta blocks {qp_cut*EV:.3f} eV")
print(f"  error from deleting these blocks {(qp_cut-qp_bh)*EV:.3f} eV")


def beta_homo_level(reference):
    """G0W0 energy of the highest beta level for any unrestricted reference."""
    m, c, e = reference.mol, reference.mo_coeff, reference.mo_energy
    n = m.nelec
    response = solve_rpa(m.intor("int2e", aosym="s4"), c, e, n)
    static, _ = static_level(reference, 1, n[1] - 1)
    w2_ref = squared_couplings(c[1], n[1] - 1, response)
    value, _ = quasiparticle(static, w2_ref, e[1], n[1], response["omega"])
    return e[1][n[1] - 1], static, value


large = converge(scf.UHF(bent_molecule("N", BOND, ANGLE, "cc-pvtz", spin=1)))
_, _, qp_large = beta_homo_level(large)
pbe0 = dft.UKS(mol)
pbe0.xc = "pbe0"
e_ks, static_ks, qp_ks = beta_homo_level(converge(pbe0))
print(f"beta HOMO E_QP, G0W0@UHF cc-pVTZ {qp_large*EV:.3f} eV")
print(f"beta HOMO PBE0 orbital energy, cc-pVDZ {e_ks*EV:.3f} eV")
print(f"  plus <Sigma_x - v_xc> {static_ks*EV:.3f} eV")
print(f"  E_QP, G0W0@PBE0 cc-pVDZ {qp_ks*EV:.3f} eV")

# vertical ionization by total-energy differences, same basis
occupation = np.array(mf.mo_occ)
occupation[1][bh] = 0
start = np.asarray(mf.make_rdm1(mf.mo_coeff, occupation))
cation = converge(scf.UHF(bent_molecule("N", BOND, ANGLE, "cc-pvdz", 1, 2)),
                  start)
totals = []
for ref in (mf, cation):
    cluster = cc.UCCSD(ref)
    cluster.kernel()
    assert cluster.converged
    totals.append(cluster.e_tot + cluster.ccsd_t())
print(f"triplet cation, Delta-SCF IP {(cation.e_tot-mf.e_tot)*EV:.3f} eV")
print(f"triplet cation, CCSD(T) IP   {(totals[1]-totals[0])*EV:.3f} eV")
print(f"beta HOMO G0W0@UHF IP        {-qp_bh*EV:.3f} eV")

# ---------------- closed shell: water ----------------
W_BOND, W_ANGLE = 0.96, 104.5
water = bent_molecule("O", W_BOND, W_ANGLE, "cc-pvdz")
rhf = converge(scf.RHF(water))
c, e, n = rhf.mo_coeff, rhf.mo_energy, water.nelec[0]
both = solve_rpa(water.intor("int2e", aosym="s4"), [c, c], [e, e], [n, n])
w2_spin = squared_couplings(c, n - 1, both)
qp_spin, _ = quasiparticle(e[n - 1], w2_spin, e, n, both["omega"])
eri = ao2mo.kernel(water, c, compact=False).reshape((len(e),) * 4)


def spatial_gw(kernel_factor, prefactor):
    """Separate spatial-orbital calculation with adjustable spin factors."""
    d = (e[None, n:] - e[:n, None]).ravel()
    k = eri[:n, n:, :n, n:].reshape(len(d), len(d))
    r = np.sqrt(d)
    sq, vec = np.linalg.eigh(np.diag(d**2)
                             + 2 * kernel_factor * r[:, None] * k * r)
    om = np.sqrt(sq)
    amplitudes = eri[n - 1][:, :n, n:].reshape(len(e), -1)
    w = amplitudes @ (r[:, None] * vec / np.sqrt(om))
    w2_space = prefactor * w**2
    return om, d, w2_space, quasiparticle(e[n - 1], w2_space, e, n, om)[0]


om, d, w2_space, qp_space = spatial_gw(2, 2)
union = np.sort(np.concatenate([om, d]))
assert np.abs(union - both["omega"]).max() < 1e-8
for z in ((e[n - 1] + e[n]) / 2, 0.2 + 0.5j, -1.5 + 0.4j):
    assert abs(self_energy(z, w2_spin, e, n, both["omega"])
               - self_energy(z, w2_space, e, n, om)) < 1e-8
assert abs(qp_spin - qp_space) < 1e-8

# antisymmetric alpha-minus-beta modes must not couple to the charge
xy, half = both["x_plus_y"], both["n_alpha"]
ratio = (np.linalg.norm(xy[:half] - xy[half:], axis=0)
         / np.linalg.norm(xy, axis=0))
silent = ratio > 1
silent_potential = np.abs(both["potential"][:, silent]).max()
assert silent.sum() == half and silent_potential < 1e-6
assert np.abs(np.sort(both["omega"][silent]) - np.sort(d)).max() < 1e-8

print(f"water: O-H {W_BOND:.2f} angstrom, angle {W_ANGLE:.1f} degrees, cc-pVDZ")
print(f"water RPA modes: total {len(xy)}, silent {silent.sum()}")
print(f"water HOMO, RHF {e[n-1]*EV:.4f} eV")
print(f"water HOMO E_QP, two-spin code     {qp_spin*EV:.6f} eV")
print(f"water HOMO E_QP, both factors of 2 {qp_space*EV:.6f} eV")
for label, kf, pf in (("kernel factor 2 omitted", 1, 2),
                      ("prefactor 2 omitted", 2, 1),
                      ("both factors omitted", 1, 1)):
    wrong = spatial_gw(kf, pf)[3]
    assert abs(wrong - qp_spin) * EV > 0.01
    print(f"  {label}: {wrong*EV:.3f} eV, error {(wrong-qp_spin)*EV:.3f} eV")

print("finished without a failed check")
```

It prints:

```
NH2: N-H bond 1.02 angstrom, angle 103.0 degrees
NH2 cc-pVDZ: orbitals 24, alpha occ 5, beta 4
NH2 UHF <S^2> = 0.7577 (pure doublet 0.75)
transitions: alpha 95, beta 80
smallest orbital gap D_min = 16.461 eV
smallest RPA energy Omega_min = 17.292 eV
largest RPA energy deviation from full problem 6.2e-12 eV
beta midgap energy -4.1056 eV
  Sigma_c there, quadrature  0.197277 eV
  Sigma_c there, pole sum    0.197277 eV
largest quadrature deviation 7.4e-15 eV
NH2 G0W0@UHF levels, cc-pVDZ (energies in eV)
level          odd-in-x   e_UHF  Sigma_c    E_QP      Z
alpha HOMO-1     1.000  -13.727    1.232  -12.495   0.949
alpha HOMO       0.000  -13.525    0.757  -12.768   0.949
alpha LUMO       0.000    4.985   -0.339    4.646   0.988
beta HOMO-1      0.000  -16.678    0.224  -16.455   0.954
beta HOMO        0.000  -12.336    0.562  -11.774   0.951
beta LUMO        1.000    4.125   -1.734    2.391   0.964
beta HOMO pole-free interval -30.190 to 21.417 eV
beta HOMO Sigma_c, occupied sum 1.961 eV
beta HOMO Sigma_c, virtual sum  -1.399 eV
beta HOMO E_QP without alpha-beta blocks -11.495 eV
  error from deleting these blocks 0.279 eV
beta HOMO E_QP, G0W0@UHF cc-pVTZ -12.295 eV
beta HOMO PBE0 orbital energy, cc-pVDZ -8.186 eV
  plus <Sigma_x - v_xc> -12.241 eV
  E_QP, G0W0@PBE0 cc-pVDZ -11.282 eV
triplet cation, Delta-SCF IP 10.335 eV
triplet cation, CCSD(T) IP   11.467 eV
beta HOMO G0W0@UHF IP        11.774 eV
water: O-H 0.96 angstrom, angle 104.5 degrees, cc-pVDZ
water RPA modes: total 190, silent 95
water HOMO, RHF -13.4140 eV
water HOMO E_QP, two-spin code     -12.150101 eV
water HOMO E_QP, both factors of 2 -12.150101 eV
  kernel factor 2 omitted: -11.616 eV, error 0.534 eV
  prefactor 2 omitted: -12.766 eV, error -0.616 eV
  both factors omitted: -12.482 eV, error -0.332 eV
finished without a failed check
```
